Subbands of a tilted ellipsoidal valley: removing the mixed-momentum terms

An electron in one conduction-band valley of a semiconductor film is confined along z and free along x and y. The surfaces of constant energy of the valley are ellipsoids whose axes need not line up with z. In the effective-mass approximation the envelope function obeys

H = ½ Σ_ab W_ab p_a p_b + V(z), a, b = x, y, z.

Here W is the inverse mass tensor. It is real, symmetric, positive definite and, until part (f), the same at every point. The mass tensor is M = W⁻¹. Momenta are measured from the valley minimum, and coupling to other valleys is neglected. The potential V depends on z alone, and the bound states vanish at hard walls or decay at infinity.

When the ellipsoid is tilted, W_xz or W_yz is nonzero, and H contains products such as p_x p_z. These mixed terms seem to tie the motion along z to the motion in the plane. The problem is to find out what they do to the energies.

**(a) Reduce the problem to one dimension for a given in-plane wave vector k = (kx, ky), and identify the mixed terms.**

Solution. H does not depend on x or y, so p_x and p_y commute with it and the states can be taken as

ψ(x, y, z) = exp(i kx x + i ky y) φ(z).

On this state p_x gives ħkx, p_y gives ħky, and p_z acts as ħq on φ, where q = −i d/dz. In the double sum each off-diagonal product occurs twice, once as W_xz p_x p_z and once as W_zx p_z p_x. The two are equal, because W is symmetric and uniform. Hence

(ħ²/2)[W_zz q² + 2b q + c] φ + Vφ = Eφ, (1)

with

b = W_xz kx + W_yz ky,
c = W_xx kx² + 2W_xy kx ky + W_yy ky².

The number c merely shifts the energy. The mixed terms are in 2b q, which is linear in q and changes with k. As it stands, there is a different differential equation for each k.

**(b) Find a phase factor that removes the linear term, and check that it is allowed.**

Solution. W_zz is positive because W is positive definite, so we may define

κ = b/W_zz = (W_xz kx + W_yz ky)/W_zz.

Since κ is a number, it commutes with q, and

W_zz (q + κ)² = W_zz q² + 2W_zz κ q + W_zz κ² = W_zz q² + 2b q + b²/W_zz.

Equation (1) therefore becomes

(ħ²/2)[W_zz (q + κ)² + c − b²/W_zz] φ + Vφ = Eφ. (2)

A constant added to q can be absorbed by a phase that grows linearly with z. Write

φ(z) = exp(−iκz) ζ(z).

The derivative acts on both factors:

qφ = −i[−iκ exp(−iκz) ζ + exp(−iκz) ζ′] = exp(−iκz)(−κ + q)ζ.

Adding κφ cancels the first term, so

(q + κ)φ = exp(−iκz) qζ, and, repeating the step, (q + κ)²φ = exp(−iκz) q²ζ.

The phase commutes with V(z), which only multiplies. Cancelling the common factor exp(−iκz) in (2) leaves

(ħ²/2) W_zz q²ζ + Vζ = [E − (ħ²/2)(c − b²/W_zz)] ζ. (3)

The boundary conditions must also survive. The phase factor has modulus one, so φ vanishes at a wall if and only if ζ does, φ decays if and only if ζ does, and the norm is unchanged. Each bound solution φ thus corresponds to one bound solution ζ, and no level is gained or lost.

**(c) Write the subband energy, and express its in-plane part through the mass tensor.**

Solution. The left side of (3) no longer contains k. It is the Hamiltonian of an ordinary well,

−(ħ²/2m_z) ζ_n″ + V ζ_n = E_n ζ_n, m_z = 1/W_zz. (4)

The bracket on the right of (3) must equal one of the numbers E_n, so

E_n(k) = E_n + (ħ²/2)(c − b²/W_zz).

Inserting b and c and collecting the powers of kx and ky gives

E_n(k) = E_n + (ħ²/2) Σ_ij S_ij k_i k_j, S_ij = W_ij − W_iz W_jz/W_zz, i, j = x, y. (5)

This is an exact separation under the stated assumptions. The first term depends on the well and the subband, the second on k and the masses, and S is the same for every subband.

To identify S, split both tensors into an in-plane block, a two-component column and a zz element:

W = [W_∥, w; wᵀ, W_zz], M = [M_∥, u; uᵀ, M_zz].

Two of the blocks of MW = 1 read

M_∥ W_∥ + u wᵀ = 1,
M_∥ w + u W_zz = 0.

The second gives u = −M_∥ w/W_zz. Put into the first, it yields

M_∥ (W_∥ − w wᵀ/W_zz) = 1.

The bracket is S, so S = (M_∥)⁻¹. The two directions thus follow different rules. The confinement mass is the inverse of an element of the inverse mass tensor, m_z = 1/W_zz, while the in-plane masses come from the block of the mass tensor itself.

The in-plane energy is positive for k ≠ 0. If q in the quadratic form W_zz q² + 2bq + c is replaced by the number −κ, its value is c − b²/W_zz, which is k·S·k. A positive definite form is positive there. This is also the minimum of the form over q at fixed k.

**(d) The phase gives the state a wave number along z. Does the electron move along z?**

Solution. The function ζ_n of a one-dimensional bound state can be chosen real. Its mean wave number is then

∫ζ_n(−i ζ_n′) dz = −(i/2)[ζ_n²] = 0,

where the square bracket is the difference between the two ends. With (q + κ)φ = exp(−iκz) qζ, the mean of q + κ in φ equals the mean of q in ζ, which is zero. Thus

⟨q⟩ = −κ.

The velocity operator is not p_z divided by a mass. From v_z = (i/ħ)[H, z] and [p_z, z] = −iħ,

v_z = W_xz p_x + W_yz p_y + W_zz p_z = ħW_zz (q + κ),

so ⟨v_z⟩ = 0. The electron has a mean momentum along z but no mean velocity along z, as a bound state requires. The in-plane momentum alone would drive a current towards a wall through W_xz, and the momentum −ħκ cancels it.

The density |φ|² = |ζ_n|² does not depend on k. The wave function does, because its phase changes across the film.

**(e) Find the density of states of one subband.**

Solution. States with in-plane energy below ε fill the ellipse k·S·k < 2ε/ħ². Its area is

π(2ε/ħ²)/√(det S) = 2π m_d ε/ħ², m_d = √(det M_∥),

because det S = 1/det M_∥. Each k state occupies (2π)² per unit film area and holds two spins. The number of states per area is 2·(2π m_d ε/ħ²)/(4π²) = m_d ε/(πħ²), and its derivative is the density of states,

D = m_d/(πħ²).

There is a short way to m_d. Subtract w/W_zz times the last row of W from its upper two rows. This leaves the determinant unchanged and turns W into [S, 0; wᵀ, W_zz], so det W = W_zz det S. Taking inverses,

det M = m_z m_d².

For a given valley, a tilt that makes the confinement mass lighter makes the density-of-states mass heavier.

**(f) Under what changes of the model does the separation fail?**

Solution. Consider first a tensor W(z) that differs between well and barrier, with the kinetic energy ordered as ½ Σ p_a W_ab(z) p_b. Now b, c and κ = b/W_zz depend on z, and the mixed terms are q b + b q. Keeping the order of the factors,

(q + κ)W_zz(q + κ) = q W_zz q + q b + b q + b²/W_zz.

The phase φ = exp(−iθ)ζ with θ(z) = ∫κ dz still removes the mixed terms, since (q + κ)φ = exp(−iθ) qζ. What remains is

(ħ²/2)[q W_zz q + k·S(z)·k]ζ + Vζ = Eζ.

If S depends on z, the in-plane energy has become a potential that varies with z and grows with k. The shape of ζ then depends on k, and the separation is only approximate. If W varies but S does not, the separation stays exact.

Next, join the ends of the z interval into a ring of length L. The condition φ(L) = φ(0) becomes ζ(L) = exp(iκL) ζ(0), so k returns through the boundary condition. For V = 0 the wave numbers are 2πn/L, and the energies contain W_zz(2πn/L + κ)², which is not a sum of an n part and a k part.

Finally, let the band be nonparabolic, with kinetic energy T given by T(1 + αT) = γ, where γ is the parabolic value. To first order in α, T = γ − αγ². Removing the phase gives γ = γ_z + ε, with γ_z the confinement operator and ε the in-plane energy of (5). Then

T = γ_z + ε − α(γ_z² + 2γ_z ε + ε²).

The product γ_z ε couples the two motions. At small ε the coefficient of ε is 1 − 2α⟨γ_z⟩, so the in-plane masses rise by the factor 1 + 2α⟨γ_z⟩ to this order.

**(g) Apply the result to a silicon film 6 nm thick with (111) surfaces, in a field of 0.1 MV/cm.**

Solution. A silicon valley is an ellipsoid of revolution about a cube axis. Rough typical masses are m_l = 0.92 m0 along the axis and m_t = 0.19 m0 across it. If n is the unit vector along the axis,

M = m_t 1 + (m_l − m_t) n nᵀ, W = (1/m_t) 1 + (1/m_l − 1/m_t) n nᵀ,

since these give the right values along n and across it. Choose x so that n = (sin θ, 0, cos θ). Then

1/m_z = cos²θ/m_l + sin²θ/m_t,
M_xx = m_l sin²θ + m_t cos²θ, M_yy = m_t, M_xy = 0.

For θ = 0 this gives m_z = m_l and in-plane masses m_t. For θ = 90° it gives m_z = m_t and in-plane masses m_l and m_t. In both limits W_xz = (1/m_l − 1/m_t) sin θ cos θ vanishes, and with it κ.

The [111] direction makes the same angle, 54.74°, with all three cube axes, and cos²θ = 1/3. In units of 1/m0 and m0,

W_zz = 1/(3 × 0.92) + 2/(3 × 0.19) = 3.871, so m_z = 0.258 m0,
M_xx = (2 × 0.92 + 0.19)/3 = 0.677 m0, M_yy = 0.19 m0,
m_d = √(0.677 × 0.19) = 0.359 m0.

The density of states is 1.50 × 10¹⁴ per eV and cm² for each valley. All six valleys have the same m_z and hence the same levels. Their ellipses have three orientations, 120° apart. The anisotropic part of a symmetric 2 × 2 tensor turns by twice the angle of rotation, so it cancels in the average over the three, and half the trace of S remains:

1/m_c = ½(1/0.677 + 1/0.19)/m0, so m_c = 0.297 m0.

This is the conductivity mass if the valleys are equally filled and share one isotropic scattering time.

For the levels, put V = fz between hard walls, with f = 0.01 eV/nm, and let A = ħ²/2m0 = 0.0381 eV nm². With ξ = a(z − E/f) and a³ = f m_z/A, where m_z is in units of m0, equation (4) becomes d²ζ/dξ² = ξζ. Its solutions are the Airy functions Ai and Bi. A combination of them vanishes at both walls if

Ai(ξ₀)Bi(ξ_L) − Ai(ξ_L)Bi(ξ₀) = 0,

where ξ₀ and ξ_L are the values of ξ at z = 0 and z = L. The first three roots are 69.5, 192.0 and 394.1 meV. As a rough check, the field-free well has Aπ²/(m_z L²) = 40.4 meV, and the mean of fz in its symmetric ground state is 30 meV. The sum, 70.4 meV, lies slightly above the root, as a variational estimate must.

Take the valley along [001] and kx = 0.3 nm⁻¹, ky = 0. With W_xz = −1.969,

κ = −1.969 × 0.3/3.871 = −0.153 nm⁻¹,

and the phase advances by 0.92 rad across the film. The in-plane energy is

0.0381 × 0.3²/0.677 = 0.00507 eV = 5.07 meV,

so E₁(k) = 69.475 + 5.067 = 74.542 meV. Deleting the mixed terms would leave W_xx = 2.479 in place of S_xx = 1.478, and 8.50 meV in place of 5.07 meV. The excess of 3.43 meV is A W_zz κ², the term produced by completing the square.

The separation was tested by solving (1) directly, with its mixed terms, in a basis of polynomials that vanish at the walls. For the state above, both routes give 74.54206 meV. Over three valley orientations, four wave vectors and three subbands, the largest difference was about 10⁻¹³ eV. The direct solution also has ⟨q⟩ = 0.153 nm⁻¹ = −κ. Its overlap with the k = 0 state is 0.987 as it stands and 1.000000 once the phase is included.

**(h) How far do the neglected effects move these numbers in a real film?**

Solution. The film resembles the channel of a thin-body transistor, at a moderate field and an electron density taken as 10¹² cm⁻². A strongly switched-on channel holds roughly ten times more. On a (001) surface the valley axes lie along or across z, so κ = 0; the (111) surface is chosen here because it tilts every valley.

Real walls are not infinitely high. For an oxide barrier of roughly 3.1 eV with an isotropic mass of 0.5 m0, the wave function leaks out and E₁ falls by 7.5 meV, or 11% of its hard-wall value, and E₂ − E₁ falls from 122.5 to about 102 meV. These figures use the ordering of part (f), which keeps W_zz ζ′ continuous at the interface. If ζ′ itself is kept continuous instead, E₁ falls by only about 4 meV, so the size of the shift is known only roughly. In this model the separation suffers far less. At kx = 0.5 nm⁻¹ the mass M_xx inferred from the energy falls by 0.04%. The sign follows from part (f): S_xx is 2.0 in the oxide and 1.478 in the film, in units of 1/m0, so the leaked part of the state adds in-plane energy along x. Along y the film value, 5.26, exceeds the oxide value, and M_yy rises by about 0.07%. Through 3 nm of this oxide, neglecting the field in it, the tunnelling exponential is about 4 × 10⁻¹⁷; an oxide mass of 0.4 m0 gives 2 × 10⁻¹⁵. The model also places the oxide band minimum at the in-plane position of the valley. On (111) the valley lies about 8 nm⁻¹ from the zone centre. If k were strictly conserved into a parabolic oxide band centred there, E₁ would fall by about 5 meV, the in-plane energy at kx = ±0.5 nm⁻¹ would gain a term linear in kx of about 1%, the small change of M_xx would reverse its sign, and the exponential would be some ten orders of magnitude smaller. The barrier figures are therefore properties of the model, not of a real interface.

Nonparabolicity disturbs the separation more. With a rough α = 0.5 eV⁻¹ and a mean confinement kinetic energy of 41.4 meV, part (f) predicts an in-plane mass increase of 2 × 0.5 × 0.0414 = 4.1%. Diagonalizing with the full relation between T and γ also gives 4.1%, and lowers E₁ by 0.9 meV. Because ⟨γ_z⟩ differs between subbands, the in-plane masses no longer have to agree from one subband to the next. A single α treats the nonparabolicity as isotropic. In silicon it depends on direction, so these figures give only the rough size of the effect, and M_xx and M_yy need not change equally.

Electrostatic corrections that depend on z alone change V, and so E_n, but leave (5) intact. The potential of the electrons themselves, found self-consistently, reduces E₂ − E₁ from 122.5 meV by 3.0 meV if f is the mean of the fields at the two walls. The electron sheet changes the field by 0.155 MV/cm across the film, more than f itself, so this choice matters: the reduction is 0.6 meV if f is the field at z = L and 4.1 meV if it is the field at z = 0. The image energy at the film centre is roughly 10 meV, counting one image in each oxide wall. For thick oxide on both sides the full series of images gives 14 meV there, and the full image potential raises E₁ by about 16 meV. This is about twice the barrier correction and opposite in sign. Nearby gates screen it: with a metal gate behind 3 nm of oxide the rise is about 5 meV for one gate and 2 meV for two. Exchange and correlation among the electrons are left out altogether. A crude static-screening estimate lowers the level by an amount of order 10 meV, and exchange, which depends on k, changes the in-plane masses by one to a few percent and so also disturbs (5). The absolute level is thus uncertain by roughly 10 to 20 meV.

At 300 K the thermal energy is 25.9 meV. The Fermi level lies 81 meV below E₁, so the electrons are nondegenerate, and with the hard-wall parabolic levels 99% of them are in the first subband. The finite barrier and nonparabolicity lower this share to about 97%. The voltage across the film is 60 mV from f alone, and about 100 mV if f is the field at z = L and the electrons' own field is added. Either is small against the gap of roughly 1.1 eV, so this field alone cannot supply the energy for impact ionization.

Surface steps break the assumption that V depends on z alone. Making the whole film thinner by one atomic step, 0.314 nm, raises E₁ by 3.2 meV if the wall at z = 0 stays in place and V = fz is unchanged. With the finite oxide barrier this hard-wall value drops to about 2 meV. If the wall at z = 0 moves inward instead, the rise is larger by f × 0.314 nm, or 3.1 meV. Where the thickness varies along the film, the level therefore varies by a few meV from place to place, k is no longer conserved, and the electrons scatter. The remaining values are in the numerical output below.

Numbers as computed

```
longitudinal, transverse mass: 0.92, 0.19 m0
film thickness: 6.0 nm
field: 0.10 MV/cm
sheet density: 1.0e+12 cm^-2
thermal energy at 300 K: 25.85 meV
hbar^2/(2 m0): 0.038100 eV nm^2
tilt of valley axis from z: 54.74 deg
W_xx, W_yy: 2.4790, 5.2632 1/m0
W_zz, W_xz: 3.8711, -1.9687 1/m0
confinement mass: 0.2583 m0
in-plane masses x, y: 0.6767, 0.1900 m0
x mass if mixed terms are dropped: 0.4034 m0
density-of-states mass per valley: 0.3586 m0
conductivity mass, valley average: 0.2967 m0
density of states per valley: 1.498e+14 /(eV cm^2)
level E1: 69.475 meV
level E2: 192.022 meV
level E3: 394.083 meV
example kx: 0.30 1/nm
kappa: -0.1526 1/nm
mean wave number along z: 0.1526 1/nm
phase across film, -kappa L: 0.915 rad
overlap with k=0 state, no phase: 0.9866
overlap with phase included: 1.000000
in-plane energy: 5.067 meV
in-plane energy, mixed terms dropped: 8.501 meV
E1(k) from formula: 74.54206 meV
E1(k) from full Hamiltonian: 74.54206 meV
largest error, all valleys and k: 1e-13 eV
ring: failure of separation: 2.83 meV
oxide barrier, mass: 3.1 eV, 0.5 m0
oxide barrier: shift of E1: -7.52 meV
oxide barrier: x mass change: -0.038 %
tunnelling factor, 3 nm oxide: 4e-17
nonparabolicity parameter: 0.5 1/eV
mean confinement kinetic energy: 41.39 meV
nonparabolic shift of E1: -0.88 meV
nonparabolic in-plane mass change: 4.06 %
share of electrons in subband 1: 99.12 %
Fermi level minus E1: -81.0 meV
E2-E1: 122.55 meV
electron charge: change of E2-E1: -3.01 meV
rough image energy at centre: 10.3 meV
one atomic step: 0.314 nm
E1 shift, film one step thinner: 3.20 meV
voltage across film: 60 mV
rough band gap: 1.1 eV
```
